# Why a barrier at terrace edges makes growing crystals form mounds

**Question.** Atoms land at random on a nearly flat crystal surface, wander over it and stick at atomic steps. Hopping down over the edge of a terrace costs a little more energy than hopping on the terrace itself. The barrier pushes no atom anywhere; it merely makes one kind of hop rarer. Why does the flat surface then break up into mounds, and how strong is the effect?

**Answer.**

## What the barrier takes away

Consider first a surface without the extra barrier. An adatom hops left or right with equal probability until it sticks. Every hop has mean displacement zero, whatever happened before it, so the mean displacement from landing place to sticking place is zero as well. This holds on a tilted surface too: steps decide where a walk ends, but they do not bias its hops.

Now let hops down over an edge succeed only with the relative rate

$$p=e^{-E_s/kT},$$

where $E_s$ is the extra barrier, known as the Ehrlich–Schwoebel barrier. The attempt frequency is taken to be the same at the edge as on the terrace. Some downward hops are now missing, and nothing balances the upward-directed hops they used to cancel. What remains is a drift uphill.

Let $k_h$ be the hop rate in each direction, $a$ the hop length, and $n_i$ the occupation of the site at the upper edge of step $i$. Let $s_i=+1$ for a step that ascends towards $+x$ and $-1$ for one that descends. Each step removes hops at the rate $(1-p)k_hn_i$. At an ascending step each removed hop would have gone a distance $a$ towards $-x$, so the summed displacement of all adatoms per unit time is

$$a\,k_h(1-p)\sum_i s_i n_i .$$

On a level surface the two signs cancel on average. On a surface rising towards $+x$ there are more steps with $s_i=+1$, and the sum is positive if the edge occupations at both kinds of step are similar. To obtain the size of the current we need these occupations.

## The condition at an edge

Take straight steps of height $h_0$, so that the problem has one dimension. Let $n(x)$ be the adatom occupation per site and $D=k_ha^2$ the diffusion coefficient. Put the upper edge site at $x=a$ and the first site of the lower terrace at $x=0$. Atoms leave over the edge at the rate $pk_hn(a)$.

To use ordinary diffusion, we extend the upper profile to a fictitious value $n(0)$, chosen so that the usual expression gives the same flux:

$$k_h[n(a)-n(0)]=p\,k_h n(a)\quad\Rightarrow\quad n(0)=(1-p)\,n(a).$$

The flux is therefore $k_h\,n(0)\,p/(1-p)$. In the continuum the same flux is $Dn'(0)/a$. Equating the two and using $k_h=D/a^2$ gives

$$D\,n'(0)=\frac{D}{l_s}\,n(0),\qquad l_s=a\,\frac{1-p}{p}=a\left(e^{E_s/kT}-1\right).$$

The edge length $l_s$ expresses the barrier as a distance. It vanishes without a barrier, and the edge is then a perfect sink. For $l_s$ much larger than the terrace, the edge is nearly a reflecting wall.

## One terrace of a staircase

Let a terrace occupy $0<x<l$, with a descending edge at $x=0$ and an ascending step at $x=l$. Atoms stick at the ascending step irreversibly, so $n(l)=0$. Deposition supplies $R$ monolayers per second, which is $R$ atoms per site per second. Desorption is neglected. Adatoms settle much faster than steps move, so the profile is stationary:

$$D\,n''+R=0,\qquad n(x)=-\frac{R x^2}{2D}+Ax+B .$$

The edge condition gives $A=B/l_s$. The condition at $x=l$ then reads

$$B\left(1+\frac{l}{l_s}\right)=\frac{Rl^2}{2D},$$

so that

$$B=\frac{R\,l^2l_s}{2D(l+l_s)},\qquad A=\frac{R\,l^2}{2D(l+l_s)} .$$

The flux down over the edge is $DA$. Dividing by the supply $Rl$ gives the fraction of atoms that leave downward,

$$P_{\rm down}=\frac{l}{2(l+l_s)} .$$

Without a barrier this is one half; with one it is smaller.

The coverage current towards $+x$ is $-Dn'$. Its integral over the terrace is $D[n(0)-n(l)]=DB$, the summed displacement per unit time. Division by $Rl$ gives the mean uphill displacement per atom,

$$d(l)=\frac{l\,l_s}{2(l+l_s)} .$$

A second count agrees. Atoms land on average at $l/2$ and end at $x=l$ with probability $1-P_{\rm down}$, otherwise at $x=0$. The mean displacement is

$$l(1-P_{\rm down})-\frac l2=\frac{l(l+2l_s)-l(l+l_s)}{2(l+l_s)}=\frac{l\,l_s}{2(l+l_s)} .$$

For terraces only a few atoms wide the lattice matters. Write $l=Na$ and $l_s=\lambda a$. The discrete balance at site $j$ is solved by $n_j=-Rj^2/(2k_h)+A'j+B'$. The edge condition $k_h(n_1-n_0)=k_hn_0/\lambda$ gives $A'=B'/\lambda+R/(2k_h)$, and $n_N=0$ then gives

$$B'=\frac{R\,N(N-1)\lambda}{2k_h(N+\lambda)} .$$

Net hops summed over all bonds give $k_h(n_0-n_N)=k_hB'$. Dividing by the supply $RN$,

$$\frac{d}{a}=\frac{(N-1)\lambda}{2(N+\lambda)},$$

which is the continuum result times $1-a/l$.

## From one terrace to a nearly flat surface

A staircase of slope $m$ has $l=h_0/m$, which diverges as $m\to0$. Real terraces do not become that wide, because adatoms meet on them and nucleate islands. Let nucleation hold the step spacing at $l_D$. Small slope then means

$$|m|<h_0/l_D .$$

Islands add equal numbers of ascending and descending steps, so steps now occur with both signs. There are four kinds of terrace, labelled by the signs of their left and right steps:

- $(+,+)$ is the staircase terrace solved above, with displacement $+d$.
- $(-,-)$ is its mirror image, with displacement $-d$.
- $(+,-)$ is a top terrace, with two descending edges.
- $(-,+)$ is a bottom terrace, with two ascending steps.

The last two have the same condition at both ends. Their profiles are symmetric, the end values of $n$ are equal, and the integrated current is zero.

It remains to count staircase terraces. Close the surface into a ring of length $L$, keeping its mean slope as a height offset at the seam. Sorting steps by the sign of their right neighbour,

$$N_+=N_{++}+N_{+-},\qquad N_-=N_{--}+N_{-+} .$$

Going round a ring, changes from plus to minus alternate with changes from minus to plus, so $N_{+-}=N_{-+}$. Subtraction gives

$$N_{++}-N_{--}=N_+-N_-=\frac{mL}{h_0},$$

because the net rise $mL$ consists of $N_+-N_-$ steps of height $h_0$. The order of the signs has dropped out.

With equal spacings, each $(+,+)$ terrace contributes $R\,l_D\,d(l_D)$ to the summed displacement per unit time, and each $(-,-)$ terrace the negative of this. Dividing the total by the supply $RL$ gives the mean displacement per deposited atom,

$$\bar d=\frac{m\,l_D}{h_0}\,d(l_D).$$

The deposited height per unit time is $Rh_0$, so the height current is $J=Rh_0\bar d$:

$$J=\alpha m,\qquad \alpha=\frac{R\,l_D^2\,l_s}{2(l_D+l_s)} .$$

This is the uphill current at small slope. A weak barrier, $l_s\ll l_D$, gives $\alpha\approx Rl_Dl_s/2$; a strong one gives $Rl_D^2/2$, which no longer depends on $E_s$ at fixed $l_D$. If the edge is easier to cross than the terrace, $l_s$ is negative and the current runs downhill.

If the widths vary but are independent of the step signs, the same count gives

$$\alpha=\frac R2\left\langle\frac{l^2l_s}{l+l_s}\right\rangle .$$

That independence is an assumption. Nucleation may favour particular places near a step, and the two kinds of staircase terrace may then differ in width.

## A trial with nucleation left free

A one-dimensional growth simulation can test the formula without imposing this assumption, because there the islands nucleate by themselves. It had 200 sites, a ratio of hop rate per direction to deposition rate of 1000, and $p=0.1$, hence $\lambda=9$. Tilts are given in steps per site, displacements in sites per atom. The displacements are averages over the second and third deposited layers, from 50 runs per case. They describe this early stage of growth, not a steady state.

At tilt 0.06 the mean displacement was $0.339\pm0.027$ uphill with the barrier and $-0.001\pm0.028$ without it. The current thus comes from the barrier, not from the tilt alone. At tilt 0.03 it was $0.132\pm0.026$. The ratio of 2.57 carries an uncertainty of about 0.55, so these 50 runs are compatible with the linear value 2 but do not establish linearity closely. With about 500 runs per case the means settle near $0.284\pm0.008$ and $0.155\pm0.008$, a ratio of $1.8\pm0.1$. The displacement also falls as growth proceeds: at tilt 0.06 it is about 0.69, 0.34 and 0.23 in the first, second and third layer.

The mean terrace width at the lower tilt was 3.61 sites. The lattice formula then predicts

$$0.03\times\frac{3.61\times2.61\times9}{2(3.61+9)}\approx0.10,$$

against the measured 0.13. The mean width is nearly the same at the higher tilt, where the formula predicts 0.20. The better-sampled means exceed these predictions by a factor of about 1.5 at both tilts. The widths scatter by about 3 sites, almost as much as their mean. Averaging the lattice expression over the widths actually present gives about 0.15 and 0.30, close to the measured values. That agreement should not be read as exact, because widths and signs are not independent here: at tilt 0.06 the $(+,+)$ terraces average 3.2 sites and the $(-,-)$ terraces 2.3, and a count by sign gives 0.35. The formula therefore gives the sign and the scale, while its prefactor depends on the width distribution.

## Why an uphill current makes mounds

Conservation of deposited material gives

$$\frac{\partial H}{\partial t}=Rh_0-\frac{\partial J}{\partial x} .$$

On both flanks of a small bump the current runs towards the crest. Material collects there, and the bump grows. With $J=\alpha\,\partial H/\partial x$ the equation is a diffusion equation with a negative coefficient.

Taken alone, this would make the shortest waves grow fastest. Other processes smooth short waves, and the simplest term that does so is $-K\,\partial^4H/\partial x^4$. Put $H=Rh_0t+u$ with $u\propto e^{iqx+\sigma t}$. Two derivatives give $-q^2$ and four give $q^4$, so

$$\sigma=\alpha q^2-Kq^4 .$$

All waves with $q^2<\alpha/K$ grow. Setting $d\sigma/dq=2\alpha q-4Kq^3=0$ gives $q^2=\alpha/(2K)$ for the fastest, hence

$$\Lambda=2\pi\sqrt{\frac{2K}{\alpha}},\qquad \sigma_{\max}=\frac{\alpha^2}{2K}-\frac{\alpha^2}{4K}=\frac{\alpha^2}{4K} .$$

In this model the barrier decides whether mounds appear; their initial size also needs $K$. On a real surface other processes can add uphill or downhill currents, and the sign of the total current at small slope is what counts.

The decisive property is that $J$ increases with $m$. For $m>h_0/l_D$ the surface is a plain staircase with $l=h_0/m$, and

$$J=Rh_0\,d(h_0/m)=\frac{Rh_0^2\,l_s}{2(h_0+m\,l_s)} .$$

This joins the small-slope law at $m=h_0/l_D$. It is still uphill, but it falls as $m$ rises. Differentiating the height equation gives $\partial m/\partial t=-\partial^2J/\partial x^2$. A small change $\delta m$ of a uniform slope therefore spreads with the diffusion coefficient $-dJ/dm$, which is now positive. Within this one-dimensional model, a sufficiently steep regular staircase is stable against bunching of its steps, while the nearly flat surface is unstable.

## Numbers for a platinum-like surface

Take rough values in the regime of homoepitaxy on Pt(111): $T=300$ K, $kT=0.02585$ eV, $R=0.01$ monolayers/s, $a=0.277$ nm, $h_0=0.227$ nm and $E_s=0.10$ eV. Then $p=0.0209$ and

$$l_s=0.277\ \text{nm}\times\left(\frac{1}{0.0209}-1\right)\approx13.0\ \text{nm}.$$

For atoms diffusing towards the edge, a barrier of a tenth of an electronvolt acts like 13 nm of extra terrace on which nothing lands. This takes the nearest-neighbour distance as the hop length across the step. On the triangular (111) lattice the rows along a close-packed step are only $a\sqrt3/2=0.240$ nm apart. That length gives $l_s\approx11.2$ nm and lowers the value of $\alpha$ found below by about 8 percent, to 0.48 nm²/s. The numbers below keep $a=0.277$ nm and are no more accurate than that.

The step spacing is chosen as $l_D=15$ nm. A rough estimate gives the order of magnitude. It leaves out the edge barrier, which raises the adatom density on top terraces and makes islands nucleate there sooner. Between two sinks $n=Rx(l-x)/(2D)$, with mean $Rl^2/(12D)$. Pairs meet at a rate of about $(D/a^2)n^2$ per site. Asking for one nucleus on an area $l^2$ during the layer time $1/R$ gives

$$\frac{D}{a^2}\left(\frac{Rl^2}{12D}\right)^2\frac{l^2}{a^2}\,\frac1R=1\quad\Rightarrow\quad l^6=\frac{144\,D\,a^4}{R} .$$

For hops in two dimensions, $D$ is $a^2/4$ times the total hop rate. With a terrace barrier of 0.26 eV and an attempt frequency of $5\times10^{12}$ s$^{-1}$ for that total rate, $D=4.1\times10^6$ nm²/s and the island spacing is about 27 nm. A line through the island centres meets two steps per spacing, so its steps are on average about 13 nm apart. A line drawn at random misses some islands and meets fewer steps, so this supports only the order of magnitude of $l_D$.

On a staircase terrace of width $l_D$,

$$P_{\rm down}=\frac{15}{2(15+12.98)}=0.268,\qquad d=\frac{15\times12.98}{2(15+12.98)}=3.48\ \text{nm}.$$

Nearly three atoms in four join the ascending step. The current coefficient is

$$\alpha=Rl_Dd=0.01\times15\times3.479=0.522\ \text{nm}^2/\text{s},$$

a little under half the strong-barrier limit of 1.125 nm²/s.

The small-slope regime ends at $h_0/l_D=0.0151$, or 0.87 degrees. At $m=0.005$ the excess of ascending steps is $0.005\times15/0.227=0.33$ of all steps. The mean displacement is $0.33\times3.48=1.15$ nm, and $J=0.0026$ nm²/s.

For the mound size, choose $K=50$ nm⁴/s. This value is not derived. It gives

$$\Lambda=2\pi\sqrt{\frac{100}{0.5219}}=87\ \text{nm},\qquad \frac1{\sigma_{\max}}=\frac{200}{0.5219^2}=734\ \text{s},$$

or 7.3 deposited monolayers for a growth by the factor $e$. At fixed $\alpha$ the wavelength scales as $K^{1/2}$ and the time as $K$. A sine wave of this length reaches the limiting slope at an amplitude of $0.0151\times87/(2\pi)\approx0.21$ nm, about one step height. The linear law can therefore describe at most the onset of mounds, not their later shape.

## What a real surface changes

Besides the freely chosen $K$, the barrier is a large source of uncertainty. Real edges have kinks and different orientations, so a single $E_s$ stands for an average over several crossing paths. With $l_D$ and all other inputs fixed, $E_s=0.05$ eV gives $\alpha=0.11$ nm²/s and $E_s=0.15$ eV gives 0.97 nm²/s. Since the growth time varies as $\alpha^{-2}$ at fixed $K$, these values correspond to about 160 and 2 monolayers. Holding $l_D$ fixed overstates this trend, because a higher barrier also makes islands nucleate sooner on top terraces. The rough nucleation criterion above, applied to a terrace with the barrier at both edges, gives widths of about 24, 14 and 6 nm for $E_s=0.05$, 0.10 and 0.15 eV, against 27 nm without a barrier. Since $\alpha$ cannot exceed $Rl_D^2/2$, it need not rise steadily with $E_s$. The mechanism survives this uncertainty; the predicted time does not.

Real islands are also two-dimensional, and their spacings vary. An exponential distribution of widths with mean 15 nm would raise $\alpha$ by a factor of 1.17, if widths and signs are independent. The effect of island shape on the prefactor has not been computed here.

Three further approximations can be estimated, and their effects are small for these numbers. The lattice correction is $a/l_D=1.9$ percent. An atom landing very near an edge may slide down at once. Suppose this happens within $a/2$ of the edge and moves the atom by $a$. The slide itself then lowers $\alpha$ by only $Ra^2/2$, which is 0.07 percent. The atom also misses its walk on the terrace, however. From a start near the edge it would have reached the ascending step with probability of about $l_s/(l_D+l_s)$, so its mean final position would have been about $l_Dl_s/(l_D+l_s)=2d$. With the excess $m/h_0$ of such edges per length, the whole reduction of $\alpha$ is about $R(a/2)(2d)=Rad$, a fraction $a/l_D$, or again 1.9 percent. The adatom lifetime scale $l_D(l_D+l_s)/D$ is $10^{-4}$ s against a layer time of 100 s, which supports the stationary profile.

The barrier also makes an initially level surface rougher when nucleation is left free. In the simulation described above, 30 layers grown without tilt had a mean roughness of 2.57 layers with the barrier and 1.20 layers without it, from two runs each; single runs scatter by about 0.3 layer. This shows stronger roughening, but it does not measure a mound wavelength. The numerical output below lists the values used.

## Values computed for the example and the checks

```
temperature: 300 K, kT = 0.02585 eV
deposition rate R: 0.01 monolayers/s
hop length a: 0.277 nm; step height h0: 0.227 nm
terrace barrier: 0.26 eV; edge barrier E_s: 0.10 eV
attempt frequency: 5.0e+12 1/s
chosen step spacing l_D: 15.0 nm
chosen smoothing K: 50.0 nm^4/s
passing factor exp(-E_s/kT): 0.0209
edge length l_s: 12.98 nm
fraction leaving downward: 0.2681
  same, lattice solution: 0.2680
fraction joining ascending step: 0.7319
uphill displacement per atom, staircase: 3.479 nm
  same, lattice solution: 3.478 nm
small-slope limit h0/l_D: 0.01513
  as an angle: 0.87 degrees
alpha: 0.5219 nm^2/s
alpha, strong-barrier limit: 1.1250 nm^2/s
chosen slope m: 0.005
excess of up steps, m*l_D/h0: 0.3304
mean uphill displacement at m: 1.149 nm
height current J at m: 0.002609 nm^2/s
fastest mound wavelength: 87.0 nm
amplitude growth rate: 1.362e-03 1/s
e-folding time: 734 s = 7.34 monolayers
random step train / formula: 0.9967
simulation: 200 sites, hop/deposition ratio 1000
simulation: passing factor 0.1, 50 runs per case
sim tilt 0.03: uphill 0.132 +- 0.026 sites
sim tilt 0.06: uphill 0.339 +- 0.027 sites
sim tilt 0.06, no barrier: -0.001 +- 0.028 sites
sim current ratio for doubled tilt: 2.57
sim mean terrace width: 3.61 sites
width that formula needs for sim current: 4.11 sites
sim roughness, 30 layers, barrier: 2.57 layers
sim roughness, 30 layers, no barrier: 1.20 layers
diffusion coefficient D: 4.11e+06 nm^2/s
estimated island spacing: 26.5 nm
  half of it (step spacing): 13.3 nm
alpha factor, exponential width spread: 1.17
alpha for E_s = 0.05 eV: 0.1108 nm^2/s
alpha for E_s = 0.15 eV: 0.9664 nm^2/s
lattice correction a/l_D: 1.85 percent
downward funnelling / alpha: 0.074 percent
adatom lifetime scale: 1.0e-04 s; layer time: 100 s
```
